# Forbes's Orthodoxy Test for Field-Emission Data and a Spurious Enhancement Factor

A driver for a field-emission cathode must supply the voltage that brings the tips to their working field. Suppose this field is 5 V/nm, the gap is $d=100$ µm and no voltage is lost in series with the tips. If the enhancement factor is $\gamma=2139$, the driver needs $Fd/\gamma=234$ V; if it is 500, it needs 1000 V. Both values come from the same synthetic emitter below. The decision is whether a $\gamma$ read from a current-voltage plot may be used at all.

## What the naive scheme cannot see

The usual reading assumes a local surface field proportional to the measured voltage, $F=\gamma V/d$, and a triangular barrier. Then $\ln(I/V^2)$ falls linearly with $1/V$, and the slope $S$ gives $\gamma=b\phi^{3/2}d/|S|$, where $\phi$ is the work function and $b$ a universal constant. Any falling line yields a $\gamma$. If something other than the barrier flattens the plot, $|S|$ shrinks and $\gamma$ grows, and nothing in the number itself gives a warning. What is missing is an absolute scale on which the implied field can be judged, and the image-rounded barrier supplies one.

## The scale set by the barrier

Take a smooth planar emitter at the Fermi level. With energies in eV, lengths in nm and $F$ in V/nm, the barrier is

$$M(x)=\phi-Fx-\frac{c^2}{4x},\qquad c^2=\frac{e^3}{4\pi\varepsilon_0}=1.43996\ \mathrm{eV^2\,nm/V}.$$

The last term is the image energy $e^2/(16\pi\varepsilon_0x)$. Setting $M'(x)=-F+c^2/(4x^2)=0$ gives $x=c/(2\sqrt F)$. There both subtracted terms equal $c\sqrt F/2$, so the top lies at $\phi-c\sqrt F$. It reaches the Fermi level at $F_R=\phi^2/c^2$. Define

$$f=\frac{F}{F_R}=\frac{c^2F}{\phi^2},\qquad M_{\max}=\phi(1-\sqrt f).$$

For $\phi=4.5$ eV, $F_R=14.063$ V/nm. At $f=1$ an electron at the Fermi level has no barrier left to tunnel through, although electrons below that level still meet one.

The WKB exponent is $G=(2\sqrt{2m}/\hbar)\int\sqrt M\,dx$ between the zeros of $M$. Put $x=(\phi/F)\xi$. Then $M=\phi[1-\xi-f/(4\xi)]$, because $c^2F/(4\phi^2)=f/4$, and

$$G=\frac{2\sqrt{2m}}{\hbar}\frac{\phi^{3/2}}{F}\int\sqrt{1-\xi-\frac{f}{4\xi}}\;d\xi .$$

At $f=0$ the integral is $\int_0^1\sqrt{1-\xi}\,d\xi=2/3$. Taking this factor into $b$, which in SI units is $4\sqrt{2m}/(3e\hbar)$ and here equals 6.83089 eV$^{-3/2}$ V/nm, leaves $v(f)$, equal to 3/2 times the integral:

$$G=\frac{v(f)\,b\phi^{3/2}}{F}=\frac{v(f)\,\eta}{f},\qquad \eta=\frac{bc^2}{\sqrt\phi}.$$

The second form follows from $F=\phi^2f/c^2$. Here $\eta=4.6368$. The limits are $v(0)=1$, the triangular barrier, and $v(1)=0$, since the bracket becomes $-(\xi-\tfrac12)^2/\xi$ and the forbidden interval closes. Between them I use the interpolation

$$v(f)\approx1-f+\frac f6\ln f .$$

It has both limits, but its justification is numerical: against quadrature of the barrier its largest error for $0.05\le f\le0.9$ is 0.0024.

## From barrier to current

Let $E$ be the energy of motion normal to the surface, measured from the Fermi level. The flux of free-electron states is $2v_x\,d^3k/(2\pi)^3$. With $\hbar v_x\,dk_x=dE$ and $d^2k_\parallel=2\pi m\,dE_\parallel/\hbar^2$, this becomes $(4\pi m/h^3)\,dE\,dE_\parallel$. At zero temperature $E_\parallel$ runs from 0 to $-E$, so in SI units

$$J=\frac{4\pi me}{h^3}\int_{-\infty}^0(-E)\,D(E)\,dE .$$

Set $D\approx e^{-G}$ and expand $G$ to first order in $E$. An electron at $E$ meets a barrier of zero-field height $H=\phi-E$, for which $G(H)=bH^{3/2}v(c^2F/H^2)/F$. Differentiating, with $d(c^2F/H^2)/dH=-2f/H$, gives at $H=\phi$

$$\frac1{d_F}=\frac{dG}{dH}=\frac{3b\sqrt\phi}{2F}\,t,\qquad t=v-\frac43f\frac{dv}{df}.$$

Hence $D\approx e^{-G}e^{E/d_F}$, and $\int_{-\infty}^0(-E)e^{E/d_F}dE=d_F^2$. Inserting $d_F=2F/(3b\sqrt\phi\,t)$ gives

$$J=\frac{a}{\phi}\frac{F^2}{t^2}\exp\!\left[-\frac{v(f)\eta}{f}\right],\qquad a=\frac{4\pi me}{h^3}\frac{4}{9b^2}=\frac{e^3}{8\pi h},$$

where the constants are in SI units.

At temperature $T$ the factor $-E$ becomes $\int_0^\infty dE_\parallel/(1+e^{(E+E_\parallel)/kT})=kT\ln(1+e^{-E/kT})$. With $y=E/kT$ and $p=kT/d_F<1$, one integration by parts gives

$$(kT)^2\!\int_{-\infty}^{\infty}\!\ln(1+e^{-y})e^{py}dy=\frac{(kT)^2}{p}\int_{-\infty}^{\infty}\frac{e^{py}}{1+e^y}dy .$$

Call the last integral $K$. Shifting its path by $2\pi i$ multiplies it by $e^{2\pi ip}$, and the enclosed pole at $i\pi$ has residue $-e^{i\pi p}$. So $(1-e^{2\pi ip})K=-2\pi i\,e^{i\pi p}$, or $K=\pi/\sin\pi p$. Since $(kT)^2/p=d_F^2\,p$, the current is multiplied by $\pi p/\sin\pi p$.

## The slope gives the field without the gap

Let $I=AJ$ with constant area $A$. Since $f\propto V$, write $w=1/f=C/V$ with $C=V/f$ constant. Then

$$\ln\frac{I}{V^2}=\text{const}-2\ln t-\eta\,wv .$$

Because $df/dw=-f^2$,

$$\frac{d(wv)}{dw}=v-wf^2\frac{dv}{df}=v-f\frac{dv}{df}\equiv s(f).$$

From the interpolation, $f\,dv/df=-f+\tfrac f6\ln f+\tfrac f6$. Subtracting this from $v$ cancels the terms $-f$ and $\tfrac f6\ln f$ and leaves

$$s(f)\approx1-\frac f6 .$$

Its largest error over the same range is 0.0035. At $f=0.3$, $s=0.95$; this fixed value is called $s_t$.

The term $-2\ln t$ is dropped, and its size can be found. The same interpolation gives $t\approx1+f/9-(f/18)\ln f$, with $dt/df=(1-\ln f)/18$. The term adds $2f^2(dt/df)/t\approx0.02$ to a derivative of $-s\eta\approx-4.4$ at $f=0.3$, so it lowers the magnitude by about 0.5 %.

Since $dw=C\,d(1/V)$, the slope is $S=-s_t\eta C=-s_t\eta V/f$, and therefore

$$f(V)=-\frac{s_t\,\eta\,V}{S},\qquad \gamma=\frac{fF_Rd}{V}=\frac{s_t\,b\phi^{3/2}d}{|S|}.$$

The second result uses $\eta F_R=b\phi^{3/2}$. The gap enters $\gamma$ but not $f$. Multiplying every current by a constant shifts the plot vertically and leaves $S$ alone. Multiplying every voltage by a constant multiplies $S$ by the same constant and leaves $V/S$ alone. So $f$ needs neither the area, the gap nor the scale factor of the voltmeter, and by the same token it cannot reveal a constant error in any of them. A voltage error that varies with the current is another matter, as the example below shows.

## The decision rule

1. With $x_i=1/V_i$ and $y_i=\ln(I_i/V_i^2)$, compute the least-squares slope $S=\sum(x_i-\bar x)(y_i-\bar y)/\sum(x_i-\bar x)^2$.
2. If $S\ge0$, the data fail.
3. Otherwise evaluate $f$ at the lowest and highest voltages, giving $f_{\rm low}$ and $f_{\rm up}$.
4. The data fail if $f_{\rm low}\le0.10$ or $f_{\rm up}\ge0.75$.
5. They pass if $f_{\rm low}\ge0.15$ and $f_{\rm up}\le0.45$. All other cases are inconclusive.

These limits are engineering conventions for $\phi=4.5$ eV, not theorems. The current densities behind them show their sense. For an emitting area of $10^5$ nm², or $10^{-9}$ cm², $f=0.10$ means $4\times10^{-10}$ A/cm² and a current near $4\times10^{-19}$ A, too small for an ordinary measurement. At $f=0.15$ the current is about 3 pA. At $f=0.45$ the density is $7\times10^6$ A/cm². At $f=0.75$ it is $7\times10^8$ A/cm², or 0.7 A from a tenth of a square micrometre.

A fail says that, for an emitting area of the order assumed here, tunnelling through this barrier with $F$ proportional to the measured $V$ is not a credible description of the data. It does not say why. The lower limit depends on that area: a much larger ideal emitter could give a measurable current at $f=0.10$ and fail without any fault.

## A data set that should fail

The emitter has $\phi=4.5$ eV, $\gamma=500$, $d=100$ µm, area $10^5$ nm² and $T=300$ K. Its currents come from numerical integration over energy with the transmission $1/(1+e^G)$, not from the closed law for $J$. At 0 K that integral is 0.964 of the closed law at 700 V and 0.951 at 1000 V. Since both sides use WKB exponents, this comparison does not test WKB itself.

Thirteen voltages from 700 to 1000 V are used twice: once with the emitter alone, and once with 100 MΩ in series while the recorded voltage is still taken for the emitter voltage.

For the sound set $S=-12211.9$ V, so

$$f_{\rm up}=\frac{0.95\times4.6368\times1000}{12211.9}=0.361,\qquad f_{\rm low}=0.7f_{\rm up}=0.253 .$$

The set passes. The true values are 0.356 and 0.249. With $b\phi^{3/2}=65.21$ V/nm, $\gamma=0.95\times65.21\times10^5/12211.9=507$, which is 1.5 % high. Dropping $t$ explains about 0.5 % of this. Temperature explains another 0.5 %: it raises the current by 5.0 % at 700 V but by 2.5 % at 1000 V, which flattens the plot, and data generated at 0 K give 505.

For the flawed set $S=-2896.0$ V, and the same arithmetic gives

$$f_{\rm low}=1.06,\qquad f_{\rm up}=1.52,\qquad \gamma=2139 .$$

The set fails. Its plot is also visibly bent: the magnitude of the slope between neighbouring points falls from about 5400 V at the low-voltage end to 1400 V at the high-voltage end. Such a bend is a warning too, but it does not say whether the implied field is credible. Taken literally, the barrier top would lie below the Fermi level throughout the data. The formula has then left the range in which it was derived, so 1.52 is a sign of contradiction, not a measured field. Nor can the choice of $s_t$ rescue the set. For $0\le f\le1$, $s$ lies between about 5/6 and 1; the smallest value still gives $f_{\rm up}=1.33$, and bringing $f_{\rm up}$ down to 0.75 would need $s_t=0.47$.

## How the resistor makes the false slope

Let $V_d$ be the emitter voltage, so that $V=V_d+IR$, and let $g=d\ln I/dV_d$. Then $dV/dV_d=1+R\,dI/dV_d=1+RIg$, and $d\ln I/dV=g/(1+RIg)$. Since $d/d(1/V)=-V^2\,d/dV$, applying it to $\ln I-2\ln V$ gives the local slope

$$S_{\rm loc}=2V-\frac{V^2g}{1+RIg}.$$

At $V=850$ V the emitter receives 712 V, $g=0.02711$ V$^{-1}$ and $RIg=3.741$. Thus $S_{\rm loc}=1700-19587/4.741\approx-2430$ V, in agreement with a finite difference of the solved circuit. The emitter still obeys its steep law; the factor 4.741 belongs to the circuit.

In the limit $RIg\gg1$, $g$ cancels and $S_{\rm loc}\to2V-V^2/(IR)$, with $IR=V-V_d$. This limiting form changes sign at $V=2V_d$. The full expression vanishes somewhat earlier, at $V=2V_d-2/g$; for this emitter with 100 MΩ that is near $V=1470$ V, about $1.9V_d$. A strongly ballasted emitter can therefore show a flat plot, with an apparent $\gamma$ growing without bound, and then a rising one. That is why a slope that is not negative must count as a fail.

If the resistance is known, the cure is to plot against $V_d=V-IR$. The corrected voltages run from 665 to 737 V, the slope returns to $-12330$ V, $\gamma$ becomes 502 and the set passes. Deleting points is no substitute: no run of consecutive points in the flawed set passes, and a pass obtained in that way would not identify the cause.

With the emitter and the recorded voltages held fixed, the resistance alone changes the verdict:

| $R$ (MΩ) | $f_{\rm up}$ | $\gamma$ | verdict |
|---:|---:|---:|:---|
| 0 | 0.361 | 507 | pass |
| 1 | 0.491 | 691 | inconclusive |
| 10 | 0.815 | 1146 | fail |
| 100 | 1.521 | 2139 | fail |

The inconclusive row already has a $\gamma$ 38 % above the true one. "Inconclusive" should therefore not be read as "nearly right".

Modest random error does not blur the two main verdicts: with independent Gaussian errors of standard deviation 0.05 in $\ln I$, about 5 % of each current, all 1500 repeats of each set kept their verdict. The standard deviation of $f_{\rm up}$ was 0.003 for the sound set and 0.06 for the flawed one.

## What a pass does not certify

Enter the gap of the sound set as 400 µm instead of 100 µm. Then $\gamma$ becomes 2029, almost as large as the spurious 2139, yet $f_{\rm up}$ stays at 0.361 and the set passes. The test examines the field implied by the slope, not the length used to convert it. A pass says that the implied field is credible, not that it is correct. With 0.5 MΩ in series, the readings from 700 to 1000 V still pass, though $\gamma$ is about 25 % too high. The implied field is off by more at the upper end, because the true field follows $V_d$ rather than $V$: its error rises from 25 % at 700 V to 34 % at 1000 V, where the emitter receives 932 V. With 20 MΩ and readings from 650 to 800 V the data pass with $\gamma$ about 56 % too high and the implied field 57 to 68 % too high. The series resistance, the gap, the work function and the emitter geometry therefore need their own evidence. Nor does the lack of a pass prove $\gamma$ wrong. The same emitter without a resistor, read from 900 to 1300 V, gives $\gamma=517$ but is inconclusive, because $f_{\rm up}=0.478$ lies above the conventional limit.

## Beside a real carbon cathode

The parameters lie in the rough regime of a carbon nanotip film: a work function near 4.5 eV, a gap of order 100 µm and enhancement factors of hundreds or more. Two settings are severe. The resistor was made large so that the failure is plain, though 10 MΩ is enough here. The sound set reaches 0.38 mA, or $3.8\times10^5$ A/cm², at which a real film might heat or change; the model allows neither.

Real tips are curved and unequal. For a sphere of radius $\rho=20$ nm, the field term becomes $Fx/(1+x/\rho)$ and the image term $c^2/[4x(1+x/2\rho)]$. The barrier is thicker, and the planar analysis returns $\gamma=459$, about 10 % below its planar value. The error grows quickly for sharper tips: the same analysis returns 413 at $\rho=10$ nm and 329 at 5 nm. A 5 % Gaussian spread of $\gamma$ among tips moves it to 527, or 4 % up; a wider spread was not computed. Taking $\phi$ as 4.2 or 4.8 eV gives 457 or 559, since $\gamma\propto\phi^{3/2}$. With the limits left unchanged, none of these alters the sound verdict.

Space charge can be estimated for a sphere emitting over its whole surface towards a concentric anode of radius $D=100$ µm. A shell of electrons at $r$ carries charge $4\pi J\rho^2dr/u(r)$, where $u=\sqrt{2eF\rho(1-\rho/r)/m}$ is their speed. It induces on the tip the fraction $q(r)=(1/r-1/D)/(1/\rho-1/D)$ of its charge. Dividing the induced charge by $4\pi\varepsilon_0\rho^2$ gives a field reduction $(J/\varepsilon_0)\int_\rho^D q\,dr/u$. With the field and current density of the sound set at 1000 V this is 0.26 % of $F$, negligible for one isolated sphere. Such a sphere reaches this field at only $F\rho\approx100$ V, so the estimate represents the region near a tip, not the whole 1000 V gap. The emitting area of the example equals that of about twenty such spheres, and the charge from neighbouring tips is not included. Adsorbates, carbon's band structure and atomic-scale roughness are outside the model, and their effect on $\gamma$ is not bounded by these figures.

For the driver, the 234 V design is rejected. For the planar emitter of the example, the corrected data, which end at 737 V, extrapolate to about 1000 V at the emitter for the field of 5 V/nm, and any series drop must be added to that. For real tips the errors above can add: at a tip radius of 10 nm, the planar analysis with its $\gamma=413$ would by itself overestimate the voltage by 21 %. The drop can dominate: at 1000 V this emitter draws 0.38 mA, which across the 100 MΩ of the flawed set would be 38 kV. The full current-voltage data are in the numerical output below.

## Computed results

```
b = 6.83089 eV^-3/2 V/nm; c2 = 1.43996 eV^2 nm/V
phi = 4.5 eV; F_R = 14.063 V/nm; eta = 4.6368; s_t = 0.95
gap = 100 um; true gamma = 500; area = 1.0e+05 nm^2; T = 300 K
series resistance of flawed set = 100 Mohm
largest error, f 0.05-0.9: v 0.0024; s 0.0035
limit f = 0.10: F = 1.41 V/nm, J = 4.21e-10 A/cm^2
limit f = 0.15: F = 2.11 V/nm, J = 2.88e-03 A/cm^2
limit f = 0.45: F = 6.33 V/nm, J = 7.44e+06 A/cm^2
limit f = 0.75: F = 10.55 V/nm, J = 7.27e+08 A/cm^2
J integral / closed law at 0 K: 700 V 0.964; 1000 V 0.951
J(300 K)/J(0 K): 700 V 1.050; 1000 V 1.025
relative shift of J on doubling the mesh = 7.7e-14
V (V) | I sound (A) | I flawed (A) | emitter voltage, flawed (V)
700 | 9.9089e-07 | 3.5165e-07 | 664.84
725 | 1.9502e-06 | 4.9169e-07 | 675.83
750 | 3.6736e-06 | 6.4829e-07 | 685.17
775 | 6.6510e-06 | 8.1785e-07 | 693.22
800 | 1.1616e-05 | 9.9759e-07 | 700.24
825 | 1.9634e-05 | 1.1855e-06 | 706.45
850 | 3.2208e-05 | 1.3799e-06 | 712.01
875 | 5.1409e-05 | 1.5796e-06 | 717.04
900 | 8.0022e-05 | 1.7839e-06 | 721.61
925 | 1.2171e-04 | 1.9919e-06 | 725.81
950 | 1.8123e-04 | 2.2031e-06 | 729.69
975 | 2.6457e-04 | 2.4171e-06 | 733.29
1000 | 3.7927e-04 | 2.6335e-06 | 736.65
true f, sound set: 0.2489 to 0.3555
sound: S = -12211.9 V, r^2 = 1.0000, f = 0.2525 to 0.3607, gamma = 507.3, pass
flawed: S = -2896.0 V, r^2 = 0.9592, f = 1.0648 to 1.5211, gamma = 2139.1, fail
repaired: S = -12329.7 V, r^2 = 1.0000, f = 0.2375 to 0.2632, gamma = 502.4, pass
flawed gamma / true gamma = 4.28
flawed f_up with smallest s (5/6) = 1.334
at 850 V, flawed: V_d = 712.01 V, g = 0.02711 1/V, R*I*g = 3.741
local slope at 850 V: difference -2431.6 V, formula -2431.6 V
R = 0 Mohm: f = 0.253 to 0.361, gamma = 507, pass
R = 1 Mohm: f = 0.344 to 0.491, gamma = 691, inconclusive
R = 10 Mohm: f = 0.571 to 0.815, gamma = 1146, fail
R = 30 Mohm: f = 0.768 to 1.097, gamma = 1543, fail
R = 100 Mohm: f = 1.065 to 1.521, gamma = 2139, fail
5 % noise, sound: sd of f_up = 0.0031, expected verdict in 100.0 % of 1500 runs
5 % noise, flawed: sd of f_up = 0.0563, expected verdict in 100.0 % of 1500 runs
sound data, gap entered as 400 um: gamma = 2029, f_up = 0.3607, pass
sound set, 0 K: f = 0.2514 to 0.3591, gamma = 505.0, pass
sound set, 20 nm tip radius: f = 0.2284 to 0.3262, gamma = 458.8, pass
sound set, 5 % gamma spread: f = 0.2624 to 0.3749, gamma = 527.2, pass
phi taken as 4.2 eV: sound f_up = 0.3734, gamma = 457.4; flawed f_up = 1.574
phi taken as 4.8 eV: sound f_up = 0.3493, gamma = 558.8; flawed f_up = 1.473
space-charge field reduction at 1000 V, sound = 0.26 %
```
